# Why interstitial clusters become {311} rods and then dislocation loops: verification in Python

```python
"""Why interstitial defects change type as they grow.

Result under test: four families of defects holding n interstitials,
  compact cluster : E = e_c n + s n^(2/3)
  {311} rod       : fault + elastic + core energy, fixed width W
  faulted loop    : fault + elastic + core energy, circle of radius R
  perfect loop    : no fault, larger Burgers vector, circle of radius R
are lowest in energy in this order as n grows. Falling energy per atom
alone does not suffice: the energy curves must cross in this order.

Symbols: mu shear modulus, nu Poisson ratio, a core width, chi core energy
factor, a0 cubic lattice constant, omega = a0^3/8 atomic volume, b normal
opening, gamma fault energy per area. A planar defect of area A stores
n = A b / omega atoms. The stiffness S is mu b^2/(1-nu) for pure opening.
Energies are in eV and lengths in angstrom.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipe, ellipkm1, j1

NAMES = ["cluster", "rod", "faulted loop", "perfect loop"]
A0, NU = 5.4, 0.25
OMEGA = A0**3 / 8
B_LOOP = A0 / np.sqrt(3)          # opening of both loop types
SHEAR_SQ = A0**2 / 6              # squared in-plane part, perfect loop
BASE = dict(mu=0.4, a=2.0, chi=2.0, b_rod=1.2, width=30.0,
            gamma_rod=0.02, gamma_loop=0.005, e_c=0.8, s=1.2)


def ring_integral(radius, a):
    """Double contour integral of dl.dl'/sqrt(r^2+a^2) for a circle."""
    m1 = a**2 / (4 * radius**2 + a**2)
    k = np.sqrt(1 - m1)
    return 4 * np.pi * radius * ((2 / k - k) * ellipkm1(m1)
                                 - 2 / k * ellipe(1 - m1))


def segment_term(length, distance):
    return (length * np.arcsinh(length / distance)
            - np.sqrt(length**2 + distance**2) + distance)


def rectangle_integral(length, width, a):
    """The same contour integral for a rectangle."""
    return 4 * (segment_term(length, a)
                - segment_term(length, np.hypot(width, a))
                + segment_term(width, a)
                - segment_term(width, np.hypot(length, a)))


def stiffnesses(p):
    rod = p["mu"] * p["b_rod"]**2 / (1 - NU)
    faulted = p["mu"] * B_LOOP**2 / (1 - NU)
    extra = p["mu"] * SHEAR_SQ * (2 - NU) / (2 * (1 - NU))
    return rod, faulted, faulted + extra


def loop_radius(n):
    return np.sqrt(n * OMEGA / (np.pi * B_LOOP))


def rod_length(n, p):
    return n * OMEGA / (p["b_rod"] * p["width"])


def energies(n, p=BASE):
    """Total energies of the four families at size n."""
    n = np.asarray(n, dtype=float)
    s_rod, s_fault, s_perfect = stiffnesses(p)
    length, radius = rod_length(n, p), loop_radius(n)
    cluster = p["e_c"] * n + p["s"] * n**(2 / 3)
    rod_boundary = (rectangle_integral(length, p["width"], p["a"])
                    + 4 * p["chi"] * (length + p["width"]))
    rod = (p["gamma_rod"] * length * p["width"]
           + s_rod * rod_boundary / (8 * np.pi))
    ring = (ring_integral(radius, p["a"])
            + 4 * np.pi * p["chi"] * radius) / (8 * np.pi)
    faulted = p["gamma_loop"] * np.pi * radius**2 + s_fault * ring
    return np.array([cluster, rod, faulted, s_perfect * ring])


def crossing(first, second, low, high):
    def gap(n):
        e = energies(n)
        return float(e[first] - e[second])
    return brentq(gap, low, high)


def stages(sizes, p):
    """Sequence of lowest families and first size of each later one."""
    winner = np.argmin(energies(sizes, p), axis=0)
    change = np.flatnonzero(np.diff(winner)) + 1
    order = [int(winner[0])] + [int(winner[i]) for i in change]
    return order, sizes[change]


# Elastic kernel from Hooke's law, integrated over the normal wavevector
normal = np.ones(3) / np.sqrt(3)
axis1 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
axis2 = np.cross(normal, axis1)


def kernel_from_hooke(burgers, angle, mu):
    lam = 2 * mu * NU / (1 - 2 * NU)
    distortion = np.outer(burgers, normal)
    stress = (lam * np.trace(distortion) * np.eye(3)
              + mu * (distortion + distortion.T))
    in_plane = np.cos(angle) * axis1 + np.sin(angle) * axis2

    def density(t):
        k = in_plane + t * normal
        acoustic = mu * (k @ k) * np.eye(3) + (lam + mu) * np.outer(k, k)
        force = stress @ k
        return 0.5 * (np.sum(distortion * stress)
                      - force @ np.linalg.solve(acoustic, force))

    # t = tan(theta) maps the infinite range to a finite one
    value = quad(lambda th: density(np.tan(th)) / np.cos(th)**2,
                 -np.pi / 2 + 1e-5, np.pi / 2 - 1e-5, epsabs=1e-7)[0]
    return value / (2 * np.pi)


S_ROD, S_FAULT, S_PERFECT = stiffnesses(BASE)
angles = 2 * np.pi * np.arange(8) / 8 + 0.1
burgers_faulted = A0 / 3 * np.array([1.0, 1.0, 1.0])
burgers_perfect = A0 / 2 * np.array([1.0, 1.0, 0.0])
k_fault = kernel_from_hooke(burgers_faulted, 0.3, BASE["mu"])
k_perfect = np.mean([kernel_from_hooke(burgers_perfect, q, BASE["mu"])
                     for q in angles])
# the cut angular range removes a relative part of order 1e-5
assert abs(k_fault / (S_FAULT / 4) - 1) < 1e-4
assert abs(k_perfect / (S_PERFECT / 4) - 1) < 1e-4

# Contour formulas against Fourier-space quadrature
a = BASE["a"]
test_radius = 10.0
bessel = quad(lambda k: j1(k * test_radius)**2 * np.exp(-k * a),
              0, 15, limit=500)[0]
ring_fourier = 4 * np.pi**2 * test_radius**2 * bessel
assert abs(ring_fourier / ring_integral(test_radius, a) - 1) < 1e-6

step = 0.0125
k1 = (np.arange(800) + 0.5) * step
kx, ky = np.meshgrid(k1, k1, indexing="ij")
side_x, side_y = 16.0, 10.0
shape = 4 * np.sin(kx * side_x / 2) * np.sin(ky * side_y / 2) / (kx * ky)
kk = np.hypot(kx, ky)
rect_fourier = (4 * step**2 * np.sum(kk * np.exp(-kk * a) * shape**2)
                / (2 * np.pi))
assert abs(rect_fourier / rectangle_integral(side_x, side_y, a) - 1) < 1e-4

# Long-rod law: linear term, end energy, attraction of the two ends
W, chi = BASE["width"], BASE["chi"]
rod_limit = (BASE["gamma_rod"] * W + S_ROD / (4 * np.pi)
             * (np.log(1 + W**2 / a**2) + 2 * chi)) * OMEGA / (
                 BASE["b_rod"] * W)
end_energy = S_ROD / (2 * np.pi) * (
    W * np.arcsinh(W / a) - 2 * np.hypot(W, a) + 2 * a + chi * W)
long_length = 100 * W
n_long = long_length * BASE["b_rod"] * W / OMEGA
remainder = energies(n_long)[1] - rod_limit * n_long - end_energy
end_attraction = -S_ROD * W**2 / (8 * np.pi * long_length)
assert abs(remainder / end_attraction - 1) < 1e-2

# Large-loop logarithm, and marginal energy by finite difference
big_n = 20000.0
big_r = loop_radius(big_n)
log_energy = (BASE["gamma_loop"] * np.pi * big_r**2
              + S_FAULT * big_r / 2 * (np.log(8 * big_r / a) - 2 + chi))
assert abs(log_energy / energies(big_n)[2] - 1) < 1e-3


def marginal(n, family):
    return float(energies(n + 0.5)[family] - energies(n - 0.5)[family])


fault_limit = BASE["gamma_loop"] * OMEGA / B_LOOP
log_marginal = fault_limit + (S_FAULT / 2 * (np.log(8 * big_r / a) - 1 + chi)
                              * OMEGA / (2 * np.pi * big_r * B_LOOP))
assert abs(log_marginal / marginal(big_n, 2) - 1) < 1e-3

# Crossings found by root search and by enumeration of whole numbers
n_rod = crossing(0, 1, 4, 100)
n_loop = crossing(1, 2, 100, 1e4)
n_perfect = crossing(2, 3, 1e3, 1e6)
n_rod_perfect = crossing(1, 3, 100, 1e5)
integers = np.arange(4, 400001)
order, starts = stages(integers, BASE)
assert order == [0, 1, 2, 3]
assert list(starts) == [int(np.ceil(x)) for x in (n_rod, n_loop, n_perfect)]

# Unfaulting condition in its logarithmic form against the full energies
r_perfect = loop_radius(n_perfect)
r_log = brentq(lambda r: BASE["gamma_loop"] * np.pi * r
               - (S_PERFECT - S_FAULT) / 2 * (np.log(8 * r / a) - 2 + chi),
               50, 5000)
assert abs(r_log / r_perfect - 1) < 1e-3

# Falling energy per atom in every family, and gain on joining defects
per_atom = energies(integers) / integers
assert np.all(np.diff(per_atom, axis=1) < 0)
rng = np.random.default_rng(1)
pairs = rng.integers(4, 100000, size=(2, 2000))
lowest = [energies(x).min(axis=0) for x in (pairs[0], pairs[1], pairs.sum(0))]
assert np.all(lowest[2] < lowest[0] + lowest[1])

# Loop growth at the expense of a long rod, one atom at a time
n_grow = brentq(lambda n: marginal(n, 2) - rod_limit, 50, 5000)


def transfer_change(loop_n, rod_n=5000):
    before = energies(loop_n)[2] + energies(rod_n)[1]
    after = energies(loop_n + 1)[2] + energies(rod_n - 1)[1]
    return float(after - before)


small_loop, large_loop = 200, 400
change_small = transfer_change(small_loop)
change_large = transfer_change(large_loop)
assert change_small > 0 > change_large
assert n_grow < n_loop

# Counterexample: all curves still fall, but the rod stage is absent
costly = dict(BASE, gamma_rod=0.06)
assert np.all(np.diff(energies(integers, costly) / integers, axis=1) < 0)
order_costly, starts_costly = stages(integers, costly)
assert order_costly == [0, 2, 3]

# Sensitivity to each input, changed singly by 20 percent
grid = np.geomspace(4, 1e6, 4000)
varied = []
for key in BASE:
    for factor in (0.8, 1.2):
        changed = dict(BASE)
        changed[key] *= factor
        new_order, new_starts = stages(grid, changed)
        assert new_order == [0, 1, 2, 3], (key, factor, new_order)
        varied.append(new_starts)
varied = np.array(varied)

print(f"lattice constant {A0:.1f} A; atomic volume {OMEGA:.3f} A^3")
print(f"shear modulus {BASE['mu']:.2f} eV/A^3; Poisson ratio {NU:.2f}")
print(f"core width a {a:.1f} A; core factor chi {chi:.1f}")
print(f"rod opening {BASE['b_rod']:.1f} A; rod width {W:.1f} A")
print(f"rod fault energy {BASE['gamma_rod']:.3f} eV/A^2")
print(f"loop fault energy {BASE['gamma_loop']:.3f} eV/A^2")
print(f"cluster e_c {BASE['e_c']:.2f} eV; s {BASE['s']:.2f} eV")
print(f"loop opening {B_LOOP:.4f} A")
print(f"perfect-loop in-plane jump {np.sqrt(SHEAR_SQ):.4f} A")
print(f"stiffness S: rod {S_ROD:.4f} eV/A")
print(f"stiffness S: faulted {S_FAULT:.4f}, perfect {S_PERFECT:.4f} eV/A")
print(f"long-rod energy per atom {rod_limit:.4f} eV")
print(f"long-rod end energy C {end_energy:.3f} eV")
print(f"faulted-loop limit per atom {fault_limit:.4f} eV")
print("energy per atom in eV: n, cluster, rod, faulted, perfect")
for n in (4, 10, 30, 100, 300, 1000, 3000, 30000, 300000):
    e = energies(n) / n
    print(f"{n:7d} {e[0]:8.4f} {e[1]:8.4f} {e[2]:8.4f} {e[3]:8.4f}"
          f"  {NAMES[int(np.argmin(e))]}")
for label, n, fam in (("cluster-rod", n_rod, 1),
                      ("rod-faulted", n_loop, 2),
                      ("faulted-perfect", n_perfect, 3),
                      ("rod-perfect", n_rod_perfect, 3)):
    print(f"{label} crossing: n = {n:.1f}, {energies(n)[fam] / n:.4f} eV/atom")
print(f"rod length at cluster-rod crossing {rod_length(n_rod, BASE):.2f} A")
print(f"rod length at rod-faulted crossing {rod_length(n_loop, BASE):.1f} A")
print(f"loop radius at rod-faulted crossing {loop_radius(n_loop):.2f} A")
print(f"loop radius at faulted-perfect crossing {r_perfect:.1f} A")
print(f"same radius from logarithmic condition {r_log:.1f} A")
print(f"loop growth from long rods above n = {n_grow:.1f}")
print(f"loop radius at this threshold {loop_radius(n_grow):.2f} A")
print(f"loop energy per atom there {energies(n_grow)[2] / n_grow:.4f} eV")
print(f"one atom rod to loop, n={small_loop}: {change_small:+.4f} eV")
print(f"one atom rod to loop, n={large_loop}: {change_large:+.4f} eV")
print(f"counterexample rod fault {costly['gamma_rod']:.3f} eV/A^2")
print("its sequence: " + ", ".join(NAMES[i] for i in order_costly))
print(f"its first faulted-loop size n = {int(starts_costly[0])}")
print(f"20% input changes tested: {len(varied)}; order kept in all")
for label, column in zip(("rod", "faulted", "perfect"), varied.T):
    print(f"start of {label} stage: n {column.min():.0f} to {column.max():.0f}")
hartree = constants.physical_constants["Hartree energy in eV"][0]
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"long-rod energy per atom {rod_limit / hartree:.5f} hartree")
print(f"rod-faulted loop radius {loop_radius(n_loop) / bohr:.2f} bohr")
print("OK")
```

Output:

```
lattice constant 5.4 A; atomic volume 19.683 A^3
shear modulus 0.40 eV/A^3; Poisson ratio 0.25
core width a 2.0 A; core factor chi 2.0
rod opening 1.2 A; rod width 30.0 A
rod fault energy 0.020 eV/A^2
loop fault energy 0.005 eV/A^2
cluster e_c 0.80 eV; s 1.20 eV
loop opening 3.1177 A
perfect-loop in-plane jump 2.2045 A
stiffness S: rod 0.7680 eV/A
stiffness S: faulted 5.1840, perfect 7.4520 eV/A
long-rod energy per atom 0.6428 eV
long-rod end energy C 12.949 eV
faulted-loop limit per atom 0.0316 eV
energy per atom in eV: n, cluster, rod, faulted, perfect
      4   1.5560   2.6588   4.8435   6.9171  cluster
     10   1.3570   1.6061   3.4951   4.9788  cluster
     30   1.1862   1.0241   2.3623   3.3505  rod
    100   1.0585   0.7674   1.5203   2.1401  rod
    300   0.9793   0.6854   1.0058   1.4005  rod
   1000   0.9200   0.6557   0.6347   0.8670  faulted loop
   3000   0.8832   0.6471   0.4166   0.5535  faulted loop
  30000   0.8386   0.6433   0.1777   0.2101  faulted loop
 300000   0.8179   0.6429   0.0855   0.0775  perfect loop
cluster-rod crossing: n = 17.0, 1.2670 eV/atom
rod-faulted crossing: n = 914.3, 0.6569 eV/atom
faulted-perfect crossing: n = 154081.2, 0.1037 eV/atom
rod-perfect crossing: n = 2035.9, 0.6492 eV/atom
rod length at cluster-rod crossing 9.28 A
rod length at rod-faulted crossing 499.9 A
loop radius at rod-faulted crossing 42.86 A
loop radius at faulted-perfect crossing 556.5 A
same radius from logarithmic condition 556.5 A
loop growth from long rods above n = 277.7
loop radius at this threshold 23.62 A
loop energy per atom there 1.0358 eV
one atom rod to loop, n=200: +0.0868 eV
one atom rod to loop, n=400: -0.0854 eV
counterexample rod fault 0.060 eV/A^2
its sequence: cluster, faulted loop, perfect loop
its first faulted-loop size n = 327
20% input changes tested: 18; order kept in all
start of rod stage: n 9 to 30
start of faulted stage: n 681 to 1222
start of perfect stage: n 92191 to 257115
long-rod energy per atom 0.02362 hartree
rod-faulted loop radius 81.00 bohr
OK
```
